# Lambert W Transfer Curve of a Nondegenerate Thin-Film Transistor

In the thin-film transistor computed below, held at a drain bias of 0.1 eV, raising the gate bias from $-0.8$ to $-0.6$ eV multiplies the drain current by about 2190. Raising it from 1 to 2 eV, a step five times as large, multiplies the current by 1.95. Both numbers come from one formula with no switch between regimes. They differ because the gate first moves the film potential and later mostly adds charge, and the Lambert W function describes the passage from one behaviour to the other.

## Model and charge balance

The algebra uses atomic units with $e=1$, so potentials and energies share a unit. Numbers are in eV, Å and seconds.

An n-type film of thickness $t$ and permittivity $\varepsilon_s$ lies on an insulator of thickness $d$ and permittivity $\varepsilon_i$, with the gate on the other side. Three energies describe a point of the channel:

- $\varphi$ is the source Fermi level minus the conduction edge.
- $V$ is the electron quasi-Fermi potential: 0 at the source, $V_D$ at the drain.
- $U$ is the gate bias, counted from the bias that would give $\varphi=0$ in an uncharged film. Work-function differences and fixed charge enter through this offset.

Let $Q$ be the number of electrons per area. With no field behind the film, Gauss's law gives the insulator field $4\pi Q/\varepsilon_i$. The drop across the insulator is this field times $d$:
$$U-\varphi=\frac{Q}{C},\qquad C=\frac{\varepsilon_i}{4\pi d}.$$

Two assumptions supply the second relation. The potential is nearly uniform across the film, and the electrons are nondegenerate, so that Boltzmann statistics hold. With band density of states $N_c$, $N=N_ct$ and thermal energy $T$,
$$C(U-\varphi)=Q=N\,e^{(\varphi-V)/T}. \tag{1}$$
As $\varphi$ rises, the right side increases and the left side decreases, both strictly. Their difference runs from $-\infty$ to $+\infty$, so there is one root.

## Inversion

Measure the charge in units of $CT$ by writing $Q=CTw$. The left part of (1) gives $\varphi=U-Tw$, and the right part becomes
$$CTw=N e^{(U-V)/T}e^{-w}.$$
Multiplying by $e^w/(CT)$ gives
$$we^w=\frac{N}{CT}e^{(U-V)/T}=e^z,\qquad z=\frac{U-V-U_T}{T},\qquad U_T=T\ln\frac{CT}{N}. \tag{2}$$
The right side is positive, so $w$ must be positive. This selects the principal branch, $w=W_0(e^z)$. The logarithm of (2) is the form to compute with:
$$w+\ln w=z. \tag{3}$$

The number $w$ has a direct meaning. From (1), the film stores charge with the differential capacitance $\partial Q/\partial\varphi=Q/T$, and $w=(Q/T)/C$ is its ratio to the insulator capacitance. Differentiating (3) gives $(1+1/w)\,dw=dz$, hence
$$\frac{dw}{dz}=\frac{w}{1+w},\qquad \frac{\partial\varphi}{\partial U}=1-\frac{w}{1+w}=\frac1{1+w}. \tag{4}$$
For $w\ll1$ the film potential follows the gate. For $w\gg1$ it is nearly pinned.

## Newton iteration and its error bound

Evaluating $e^z$ first overflows in double precision near $z=710$, although $w$ itself is then only about 700. The remedy is to solve for $y=\ln w$:
$$f(y)=y+e^y-z=0,\qquad y_{k+1}=y_k-\frac{f(y_k)}{1+e^{y_k}}.$$
Start with $y_0=z$ if $z\le1$ and $y_0=\ln z$ if $z>1$. Then $f(y_0)$ is $e^z$ or $\ln z$, positive in both cases. Since $f$ increases, $y_0$ lies above the root $y_*$.

Let $\delta_k=y_k-y_*\ge0$. Taylor's theorem about $y_k$ gives, for some $\xi$ between $y_*$ and $y_k$,
$$0=f(y_*)=f(y_k)-f'(y_k)\delta_k+\tfrac12e^{\xi}\delta_k^2.$$
Dividing by $f'(y_k)=1+e^{y_k}$ and inserting the result in the Newton step yields
$$\delta_{k+1}=\frac{e^\xi}{2(1+e^{y_k})}\,\delta_k^2,\qquad 0\le\delta_{k+1}\le\tfrac12\delta_k^2,$$
because $\xi\le y_k$. The iterates never fall below the root in exact arithmetic.

The initial error is also bounded. For $z\le1$, (3) gives $\delta_0=z-\ln w=w\le1$, since $w$ increases with $z$ and equals 1 at $z=1$. For $z>1$,
$$\delta_0=\ln\frac zw=\ln\left(1+\frac{\ln w}{w}\right)\le\ln(1+1/e)<0.32,$$
because $\ln w/w$ is largest at $w=e$. Starting from $\delta_0\le1$, the successive bounds are $2^{-1},2^{-3},2^{-7},2^{-15},2^{-31},2^{-63}$. Six steps therefore bring the truncation error in $\ln w$, which to leading order is the relative error of $w$, below $1.1\times10^{-19}$. No convergence test is needed.

## Drain current

Let $x$ run from source to drain over the length $L$, and let $b$ be the channel width. The channel is taken to be long and gradual: the variation of the field along it is neglected in Gauss's law, and (1) is used at each $x$ with its local $V(x)$. Electrons drift towards larger $\varphi$ and diffuse towards smaller $Q$. For constant mobility $\mu$ and Boltzmann statistics, the Einstein relation gives the diffusion coefficient $\mu T$. The number flux per width is
$$J=\mu(Q\varphi'-TQ').$$
Differentiating $\ln Q=\ln N+(\varphi-V)/T$ gives $TQ'=Q(\varphi'-V')$, so $J=\mu QV'$. In steady state $J$ does not depend on $x$. Integrating over the channel with ideal contacts gives
$$I=bJ=\mu\frac bL\int_0^{V_D}Q\,dV. \tag{5}$$
Here $I$ is the electron flow from source to drain, which is the magnitude of the electric current.

At fixed $U$, $dz=-dV/T$, and (3) gives $dV=-T(1+1/w)\,dw$. Therefore $Q\,dV=-CT^2(1+w)\,dw$. The minus sign exchanges the limits, with $w_S$ at $V=0$ and $w_D$ at $V=V_D$:
$$I=\mu\frac bL CT^2\int_{w_D}^{w_S}(1+w)\,dw
=\mu\frac bL CT^2(w_S-w_D)\left[1+\frac{w_S+w_D}{2}\right]. \tag{6}$$
The 1 in the bracket is diffusion and the mean of $w$ is drift. Indeed $\varphi'=-Q'/C$ at fixed $U$, so the drift flux $\mu Q\varphi'$ is $w$ times the diffusion flux $-\mu TQ'$.

The slope follows from (4). At either end,
$$\frac{\partial}{\partial U}\left(w+\frac{w^2}2\right)=(1+w)\frac{w}{T(1+w)}=\frac wT,$$
so $\partial I/\partial U=\mu(b/L)CT(w_S-w_D)$. Dividing $I$ by this derivative gives the gate bias per decade of current:
$$S=\ln10\;\frac{I}{\partial I/\partial U}=T\ln10\left[1+\frac{w_S+w_D}{2}\right]. \tag{7}$$
This holds at every bias within the model.

## Pseudocode

```
log_w(z):
    y = z if z <= 1 else log(z)
    repeat 6 times:
        e = exp(y)
        y = y - (y + e - z)/(1 + e)
    return y

current(U, VD):
    UT = T*log(C*T/N)
    yS = log_w((U - UT)/T)
    yD = log_w((U - VD - UT)/T)
    wS = exp(yS);  wD = exp(yD)
    diff = -wS*expm1(yD - yS)        # wS - wD
    return mu*(b/L)*C*T^2*diff*(1 + (wS + wD)/2)
```

Each bias point costs twelve exponentials in the Newton steps, two more for $w_S$ and $w_D$, one `expm1`, and at most two logarithms for the starting values. $U_T$ is computed once per device. The fixed step count suits array evaluation. The slope needs no further special function.

## Worked example

No particular material is meant; the parameters are round. They are $T=0.026$ eV, $t=100$ Å, $d=1000$ Å, $\varepsilon_i=4$, $\varepsilon_s=10$, $N_c=5\times10^{-6}$ Å$^{-3}$, $\mu=10^{17}$ Å$^2$/(eV s) and $b/L=10$. Then $N=5\times10^{-4}$ Å$^{-2}$ and $CT=5.747\times10^{-7}$ Å$^{-2}$, so
$$U_T=0.026\,\ln(1.1495\times10^{-3})=-0.176\ \text{eV}.$$

Take $U=0$ and $V_D=0.1$ eV. At the source $z=-U_T/T=-\ln(1.1495\times10^{-3})=6.768$. Newton starts at $w=6.768$ and passes through 5.292, 5.1348 and 5.13280 to 5.13279, descending as the proof requires. The drain end at $U=0$ has the same $U-V$ as the source end at $U=-0.1$ eV, so $w_D=2.1547$. With $CT^2=1.494\times10^{-8}$ eV Å$^{-2}$, (6) gives
$$I=10^{18}\times1.494\times10^{-8}\times2.978\times4.644=2.07\times10^{11}\ \text{s}^{-1}.$$
The bracket, 4.644, also gives the swing: $0.0599\times4.644=0.278$ eV per decade.

The opening numbers can now be read. Between $-0.8$ and $-0.6$ eV, $w$ stays below $10^{-7}$. The current then grows by $e^{0.2/0.026}\approx2190$. Between 1 and 2 eV, $w_S$ rises from 41.5 to 79.3, while $\varphi$ moves only from $-0.079$ to $-0.062$ eV. Nearly all of the added bias falls across the insulator, and the charge grows almost linearly.

At $V_D=0.1$ eV the current runs from 0.55 electrons per second at $U=-0.8$ eV ($8.8\times10^{-20}$ A) to $4.45\times10^{12}$ per second at 2 eV ($7.1\times10^{-7}$ A). The lower value is a mean rate in a model without leakage; any leakage path carrying more would set the off-current.

## Limits

**Subthreshold.** Let $X=e^z$. From $w=Xe^{-w}$ and $w>0$ follows $w\le X$, and therefore $w\ge Xe^{-X}\ge X(1-X)$. Since $CTX=Ne^{(U-V)/T}$, replacing $w$ by $X$ in (5) gives
$$I_{\rm sub}=\mu\frac bL NT e^{U/T}\left(1-e^{-V_D/T}\right),\qquad 1-X_S\le\frac{I}{I_{\rm sub}}\le1,$$
where $X_S$ is the source value, the largest in the channel. The insulator capacitance has dropped out.

At $U=-0.4$ eV, $X_S=1.8\times10^{-4}$, whereas the printed deficit is $9.2\times10^{-5}$, about half the bound. The reason is that $w\approx X-X^2$ and $X$ falls as $e^{-V/T}$. The relative deficit is then $\int X^2dV/\int X\,dV=\tfrac12X_S(1+e^{-V_D/T})$ to leading order.

**Accumulation.** Write (3) as $w=z-\ln w$ and insert it in (5):
$$\frac{I}{\mu b/L}=C\left[(U-U_T)V_D-\frac{V_D^2}{2}\right]-CT\int_0^{V_D}\ln w\,dV. \tag{8}$$
The first term is the familiar square law. Dividing the second by $CV_D$ gives a threshold shift, which is upward if $w>1$ along the whole channel. Since $w$ decreases along the channel, the shift lies between $T\ln w_D$ and $T\ln w_S$.

At $U=2$ eV and $V_D=0.1$ eV the shift is 0.113 eV, and the current is 94.7% of the square law with threshold $U_T$. The relative gap closes only as $\ln w/w$. A threshold extrapolated from the accumulation curve therefore depends on the bias range used.

**Saturation.** When $V_D$ exceeds both $U-U_T$ and zero by many $T$, $w_D$ is negligible beside $w_S$, and
$$I\to\mu\frac bL CT^2\left(w_S+\frac{w_S^2}{2}\right).$$
At $U=0.5$ eV and $V_D=1$ eV, $w_S=22.87$ gives $4.25\times10^{12}$ s$^{-1}$, in agreement with (6). At $U=2$ eV the same drain bias does not saturate the channel, because $w_D=41.5$.

In a saturated channel the charge near the drain becomes so small that the neglected variation of the lengthwise field is no longer small beside it, and (1) fails there. If the channel is long enough, this region takes up little of its length and (6) remains a good estimate of the current. In a shorter channel, with constant mobility and ideal contacts, the current exceeds (6); contact resistance or a mobility that falls with field acts the other way.

## How good is the uniform film?

Accumulated electrons crowd towards the insulator. Let $s$ be the distance from the back surface, where the field vanishes and the density is $n_b$. At $V=0$, Poisson's equation with Boltzmann statistics is
$$\frac{d^2\varphi}{ds^2}=\frac{4\pi n_b}{\varepsilon_s}e^{(\varphi-\varphi_b)/T}.$$
Its solution is $\varphi=\varphi_b-2T\ln\cos\kappa s$. The second derivative is $2T\kappa^2/\cos^2\kappa s$ and the density is $n_b/\cos^2\kappa s$, so the equation holds if $\kappa^2=2\pi n_b/(\varepsilon_sT)$.

Set $\theta=\kappa t$. The surface density is $n_b/\cos^2\theta$ and the mean density is $n_b\tan\theta/\theta$. Their ratio is
$$g=\frac{\theta}{\sin\theta\cos\theta}.$$
The surface potential is thus $T\ln(Q/N)+T\ln g$. With $Q=CTv$ in the full film, the gate balance becomes
$$v+\ln v+\ln g=z,\qquad \theta\tan\theta=\frac{\varepsilon_it}{2\varepsilon_sd}\,v=0.02\,v.$$
The second relation is Gauss's law, $Q=(\varepsilon_s/4\pi)(2T/t)\,\theta\tan\theta$. Subtracting the first from (3) gives, to leading order in $w-v$,
$$\frac{w-v}{v}\approx\frac{\ln g}{1+v}.$$

For small $\theta$, $\ln g\approx2\theta^2/3\approx0.0133\,v$, and the relative charge error is $0.0133\,v/(1+v)$. At $U=-0.1$ eV, where $v\approx2.15$, this is 0.91%; the full solution gives 0.90%. At larger charge $\ln g$ grows more slowly than $v$, so the error passes a maximum and declines. At 2 eV, $0.02v\approx1.57$ gives $\theta\approx1.0$, $g\approx2.2$ and an error of $0.79/80\approx1.0\%$, as printed. The potential variation is not small compared with $T$ there. The charge is still good because the drop across the insulator is far larger.

Fermi–Dirac statistics change little in this range. To first order in the density $n$, inverting $n/N_c=e^\eta-e^{2\eta}/2^{3/2}$ gives $\eta=\ln(n/N_c)+n/(2^{3/2}N_c)$. At 2 eV the surface value $n/N_c=0.19$ adds about $0.07T$ at fixed surface density. At fixed sheet charge the electrons also spread slightly away from the insulator, which lowers the surface density, so the surface potential rises by only about $0.04T$. The insulator drop is $79T$. The printed charge error rises from 1.00% to 1.05%, relative to the full film. For larger gate bias or smaller $N_c$ the Boltzmann factor in (1) and the diffusion coefficient $\mu T$ both fail, but (5) does not. With $n=N_cF(\eta)$ the diffusion coefficient is $\mu TF/F'$, and drift plus diffusion still gives $\mu nV'$. The relative error in the charge is the error in the surface potential, in units of $T$, divided by $1+v$. It stays small if degeneracy sets in only where $v\gg1$, and it is not suppressed if $N$ is so small that degeneracy sets in near $v\sim1$.

## Stability and failure modes

**Range.** In (3), $z$ can be far above 710 without overflow. For $z$ below about $-745$, $e^y$ underflows to zero; $y$ remains usable if a logarithmic current is wanted.

**Rounding.** An absolute error in $y$ becomes a relative error in $w$. For large $|z|$, rounding in the input $z$ is therefore amplified in subthreshold, roughly to $|z|$ times machine precision.

**Small drain bias.** The form with `expm1` avoids subtracting two rounded exponentials, but it cannot restore digits lost in $y_D-y_S$. By (4) this difference is about $-V_D/[T(1+w)]$. The relative error of the current is then the rounding error of $y$ divided by $|y_D-y_S|$. The leading-order result $I\approx\mu(b/L)Q_SV_D$ from (5), with $Q_S=CTw_S$, has relative error about $|y_D-y_S|/2$. It is the better choice once $|y_D-y_S|$ falls below the square root of the rounding error, roughly $10^{-8}$ in double precision.

**Traps.** Equation (1) omits trap states, so its subthreshold swing is the thermal value $T\ln10=0.0599$ eV per decade. One simple case can still be inverted. Suppose immobile trapped charge adds $C_t(\varphi-V)$ to the electron charge, with any constant part absorbed in $U$. With $\psi=\varphi-V$, the balance is
$$C(U-V-\psi)=C_t\psi+Ne^{\psi/T}.$$
Collecting the terms in $\psi$, with $C_*=C+C_t$ and $\alpha=C/C_*$, gives
$$C_*[\alpha(U-V)-\psi]=Ne^{\psi/T}.$$
This is (1) with $C\to C_*$ and $U-V\to\alpha(U-V)$. Now $dz=-\alpha\,dV/T$, so the prefactor $CT^2$ in (6) becomes $C_*T^2/\alpha$, and the swing (7), with the new $w$, is divided by $\alpha$. This extension is derived here but not tested numerically. An exponential tail is not linear in $\psi$; together with the free charge it generally needs a numerical root.

**Device effects.** Contact resistance and bias-dependent mobility invalidate (6) even where (1) is accurate. In a short channel the lengthwise field invalidates (1) itself. Confinement across the film is also ignored, and for the example it is not small. For a single isotropic valley $N_c=2/\lambda^3$, so the thermal wavelength is $\lambda=(2/N_c)^{1/3}\approx74$ Å, close to $t$. Between hard walls the Boltzmann sum over subbands replaces $t/\lambda$ by $t/\lambda-\tfrac12$, which multiplies $N$ by $1-\lambda/(2t)\approx0.63$. This raises $U_T$ by $0.46T$, ten times the Fermi–Dirac shift found above, and (1) then overestimates the subthreshold charge by nearly 60%. In subthreshold the effect can be absorbed in $N$. The 1% charge errors quoted above refer to a classical film.

## What was tested

The Newton errors were tested against high-precision Lambert W values at the integers $z$ from $-40$ to 100 and at $z=-700$ and 5000, and they respect the bound at each step up to rounding, which sets the remaining error after the fifth step. The charge was tested against bracketed roots of (1), the current against quadrature of those roots, and the swing against finite differences. A discretized drift-diffusion equation, solved at three gate biases with (1) imposed along the channel, agrees with (6) to a relative $10^{-5}$. It tests the integration, not the gradual-channel assumption. The subthreshold bounds and the interval for the threshold shift were tested at several biases. The sheet charge was tested to lie within 3% of the full-film charge at five gate biases. The values are in the numerical output below.

## Numbers as computed

```
thermal energy T = 0.026 eV; film t = 100 A; insulator d = 1000 A
permittivities: insulator 4.0, film 10.0
band density Nc = 5.0e-06 A^-3; N = 5.000e-04 A^-2
mobility = 1.0e+17 A^2/(eV s); width/length = 10
C = 2.2105e-05 A^-2 eV^-1; C T = 5.7474e-07 A^-2
C T/N = 1.1495e-03; U_T = -0.1760 eV
Newton at U = 0, V = 0: z = 6.768445
  step 0: y = 1.912271375505, w = 6.7684450323
  step 1: y = 1.666112540944, w = 5.2915570500
  step 2: y = 1.636036590399, w = 5.1347779007
  step 3: y = 1.635650356556, w = 5.1327950587
  step 4: y = 1.635650294114, w = 5.1327947382
Newton over test grid: step, largest error in ln w, bound
  0  1.00e+00  1.00e+00
  1  2.69e-01  5.00e-01
  2  1.88e-02  1.25e-01
  3  8.84e-05  7.81e-03
  4  1.96e-09  3.05e-05
  5  8.88e-16  4.66e-10
  6  8.88e-16  1.08e-19
Source end: U (eV), w, phi (eV), Q (A^-2)
  -0.80  3.7722e-11  -0.8000  2.1680e-17
  -0.60  8.2664e-08  -0.6000  4.7511e-14
  -0.40  1.8112e-04  -0.4000  1.0410e-10
  -0.20  2.9544e-01  -0.2077  1.6980e-07
  -0.10  2.1547e+00  -0.1560  1.2384e-06
   0.00  5.1328e+00  -0.1335  2.9500e-06
   0.50  2.2869e+01  -0.0946  1.3144e-05
   1.00  4.1504e+01  -0.0791  2.3854e-05
   2.00  7.9318e+01  -0.0623  4.5587e-05
Transfer: U (eV), I(V_D=0.1 eV) (1/s), I(V_D=1 eV) (1/s), swing at 0.1 eV (eV/decade)
  -0.80  5.5164e-01  5.6368e-01  0.05987
  -0.60  1.2089e+03  1.2353e+03  0.05987
  -0.40  2.6489e+06  2.7068e+06  0.05987
  -0.20  4.9407e+09  5.0669e+09  0.06896
  -0.10  6.1818e+10  6.6885e+10  0.13321
   0.00  2.0666e+11  2.7354e+11  0.27801
   0.50  1.2088e+12  4.2495e+12  1.31910
   1.00  2.2776e+12  1.3217e+13  2.43231
   2.00  4.4496e+12  3.4701e+13  4.69476
I at U = -0.8 eV: 8.838e-20 A (V_D=0.1), 9.031e-20 A (V_D=1)
I at U = 2.0 eV: 7.129e-07 A (V_D=0.1), 5.560e-06 A (V_D=1)
I / exponential law at U=-0.4 eV, V_D=0.1 eV: 0.999908
I / square law at U=2 eV, V_D=0.1 eV: 0.9468; threshold shift 0.1131 eV
largest relative deviation: quadrature 3.6e-15, drift-diffusion 8.4e-06
Sheet charge minus full film: U (eV), Boltzmann (%), Fermi-Dirac (%), surface n/Nc
  -0.40  0.0002  0.0002  2.082e-07
  -0.10  0.9017  0.9294  2.524e-03
   0.50  1.1702  1.2104  3.414e-02
   1.00  1.1157  1.1593  7.476e-02
   2.00  0.9975  1.0494  1.940e-01
```
